# Why a thicker rare-earth thermal emitter can lose its selectivity

**Why can adding material to a rare-earth emitter spoil its selectivity, when the added material has the same composition and absorbs far more strongly in the wanted line than in the background around it?**

The added material emits into every wavelength at which it absorbs, but not all of that emission gets out. In the line, a photon born deep inside is reabsorbed before it reaches the surface. Nearly all the radiation that escapes comes from a skin a few absorption lengths thick, and further material behind this skin adds almost nothing. In the weakly absorbing background, photons escape from the full depth, so every added layer contributes. Thickening therefore feeds the background after the line has stopped growing.

The background also starts with an advantage: its spectral range is wide, and a blackbody puts far more power there than into a narrow line. A small background emissivity can thus outweigh a line emissivity near one.

## Emissivity of the slab

Take a uniform, non-scattering slab of thickness \(d\) at one temperature \(T\), in local thermal equilibrium, with cold surroundings on both sides. Let \(k(\lambda)\) be its net absorption coefficient and \(R\) the normal reflectance of one surface. Interference fringes are averaged out, so intensities add.

Inside the slab, divide the radiance by the square of the refractive index \(n\), so that its equilibrium value is the vacuum blackbody radiance \(B\). Along a normal ray,

\[
\frac{dI}{dz}=k(B-I).
\]

Let \(I\) now denote the radiance arriving at the front surface from inside. By symmetry the same radiance arrives at the rear, where a fraction \(R\) is reflected forward. With \(x=kd\), crossing the slab attenuates this part by \(e^{-x}\) and adds \((1-e^{-x})B\):

\[
I=(1-e^{-x})B+Re^{-x}I
\quad\Rightarrow\quad
I=B\,\frac{1-e^{-x}}{1-Re^{-x}}.
\]

The front surface transmits a fraction \(1-R\), so the normal emissivity is

\[
\varepsilon(x)=\frac{(1-R)(1-e^{-x})}{1-Re^{-x}} .
\]

For a thin slab \(\varepsilon\to x\), because internal reflections give trapped light further chances to leave. For a thick slab \(\varepsilon\to1-R\). If \(R\) is the same in both bands, the line-to-background emissivity ratio runs from \(k_L/k_B\) to 1.

## Why the line's share must fall

The useful measure of growth is the logarithmic slope \(g=d\ln\varepsilon/d\ln x\), which is 1 for linear growth and 0 at saturation. Differentiating,

\[
\frac{d\ln\varepsilon}{dx}
=\frac{e^{-x}}{1-e^{-x}}-\frac{Re^{-x}}{1-Re^{-x}}
=\frac{(1-R)e^{-x}}{(1-e^{-x})(1-Re^{-x})}.
\]

Multiplying numerator and denominator by \(e^x\), and then the whole by \(x\), gives

\[
g(x)=\frac{(1-R)x}{D(x)},\qquad
D(x)=e^x-1-R+Re^{-x}.
\]

Here \(D(0)=0\) and \(D''=e^x+Re^{-x}>0\). The numerator of \((D/x)'=(xD'-D)/x^2\) vanishes at \(x=0\) and has derivative \(xD''>0\). Hence \(D/x\) increases and \(g\) falls strictly, from 1 to 0.

For a band \(A\) with blackbody spectrum \(E_\lambda\), the power is \(P_A=\int_A E_\lambda\varepsilon\,d\lambda\), and

\[
\frac{d\ln P_A}{d\ln d}
=\frac{\int_A E_\lambda\,\varepsilon\,g\,d\lambda}{\int_A E_\lambda\,\varepsilon\,d\lambda}
\equiv\langle g\rangle_A .
\]

The line's share against the background is \(s=P_L/(P_L+P_B)=1/(1+P_B/P_L)\), so

\[
\frac{ds}{d\ln d}=s(1-s)\left(\langle g\rangle_L-\langle g\rangle_B\right).
\]

If \(R\) is the same in both bands and every \(k\) in the line exceeds every \(k\) in the background, then \(\langle g\rangle_L<\langle g\rangle_B\), and the share falls at every thickness. The spectra need not be flat. The condition matters, however: a competing band that absorbs more strongly than the line saturates first, and the line then gains on it as the slab thickens.

## When the loss becomes serious

Represent each band by one absorption coefficient and write \(P_i=Q_i\varepsilon(k_id)\). Here \(Q_i\) is the blackbody power per unit area in band \(i\), and the normal emissivity is used for all directions. With the line saturated and the background still thin,

\[
P_L\simeq(1-R)Q_L,\qquad P_B\simeq Q_Bk_Bd .
\]

They are equal at

\[
d_x\simeq\frac{(1-R)Q_L}{Q_Bk_B}.
\]

The background optical depth there is \(k_Bd_x=(1-R)Q_L/Q_B\), which is small when the line is narrow. Keeping \(d\) below the background absorption length \(1/k_B\) is therefore not enough. A bright line with little background requires \(1/k_L\ll d\ll d_x\).

## Why the thinnest slab need not be best

An oxide host also absorbs strongly at long wavelengths, through lattice vibrations. Call this band \(H\), with \(k_H\gg k_L\). Once it is saturated it costs a fixed power \((1-R)Q_H\), and a slab just thick enough for this pays the cost while its line is still weak. In a still thinner slab both emissivities are small, but the host's remains the larger because it absorbs more strongly.

The line's share of all emitted power is \(S=1/(1+W/P_L)\), with \(W=P_B+P_H\). It is largest where \(W/P_L\) is smallest, that is, where \(W\) and \(P_L\) have equal logarithmic derivatives. Let \(x=k_Ld\) and \(b=Q_Bk_B/k_L\). For a thin background and a saturated host, \(W=bx+(1-R)Q_H\), so

\[
\frac{1-R}{D(x)}=\frac{b}{bx+(1-R)Q_H}.
\]

Cross-multiplying and dividing by \(b\),

\[
D(x)=(1-R)\left[x+(1-R)\Lambda\right],\qquad
\Lambda=\frac{Q_Hk_L}{Q_Bk_B}.
\]

The difference \(D-(1-R)x\) starts at zero and increases steadily, because \(D'(0)=1-R\) and \(D''>0\). There is thus one root, with the share rising before it and falling after it. For large \(\Lambda\) the leading estimate is \(x\simeq\ln[(1-R)^2\Lambda]\), so the best thickness depends only logarithmically on the host loss.

If \(k_B=0\), the fixed host loss remains but nothing grows behind the saturated line. The share then rises towards \(Q_L/(Q_L+Q_H)\) without a later decline. Within this model, the decline is due to the weak background.

## A worked emitter

The following round parameters are illustrative, not data for one material. The line coefficient is of the order expected for an oxide garnet with erbium on nearly all its rare-earth sites; a lightly doped garnet absorbs far less in the line. Take \(T=1500\) K and \(n=1.8\), so \(R=(0.8/2.8)^2=0.0816\).

- Line, 1.45–1.65 µm: \(k_L=3\) mm⁻¹.
- Background, all other wavelengths below 5 µm: \(k_B=0.03\) mm⁻¹.
- Host, beyond 5 µm: \(k_H=30\) mm⁻¹.

The total blackbody power is \(\sigma T^4=28.71\) W/cm². Integrating Planck's law numerically puts 5.97% of it in the line, 77.47% in the background and 16.56% in the host band. Thus \(Q_L=1.714\), \(Q_B=22.237\) and \(Q_H=4.755\) W/cm².

At \(d=3\) mm the emissivities are 0.9183, 0.0854 and 0.9184, giving

\[
P_L=1.574,\quad P_B=1.899,\quad P_H=4.367\ \text{W/cm}^2 .
\]

The line's share is \(1.574/3.473=45.3\%\) without the host and \(1.574/7.840=20.1\%\) of the total. Other thicknesses follow in the same way:

| \(d\) (mm) | \(\varepsilon_L\) | \(\varepsilon_B\) | Share without host | Total share |
|---:|---:|---:|---:|---:|
| 0.1 | 0.253 | 0.003 | 86.7% | 9.3% |
| 1 | 0.876 | 0.029 | 69.6% | 23.0% |
| 3 | 0.918 | 0.085 | 45.3% | 20.1% |
| 10 | 0.918 | 0.253 | 21.8% | 13.6% |
| 100 | 0.918 | 0.876 | 7.5% | 6.2% |

The total share tends to the line's blackbody fraction, 5.97%, when all bands are opaque.

For the equal-power thickness,

\[
d_x\simeq\frac{0.9184\times1.714}{22.237\times0.03}=2.36\ \text{mm}.
\]

Solving \(P_L=P_B\) numerically with the full emissivities gives 2.46 mm. The background optical depth is then only 0.074, while \(1/k_B=33\) mm.

For the optimum,

\[
\Lambda=\frac{4.755\times3}{22.237\times0.03}=21.4 .
\]

The numerical root is \(x=3.09\), or \(d=1.03\) mm. Direct numerical maximization of \(S\), without the thin-background approximation, gives 1.04 mm and a share of 23.0%. Thickening from there to 10 mm adds 0.064 W/cm² to the line and 4.95 W/cm² to the background. The total share has halved at 14.8 mm.

Background absorption does not explain the whole loss. At the optimum the host emits 4.37 W/cm², against 0.68 W/cm² from the background. Choosing the thickness well cannot remove this host loss.

## What changes in a real emitter

Trivalent erbium does have an emission band near 1.5 µm, but a real band has structure and wings. For a Lorentzian line of half width \(\gamma\) and peak absorption \(k_0\), with surface reflection neglected, the spectral width that emits fully is, for \(k_0d\gg1\),

\[
W_{\rm eq}\simeq\gamma\int_{-\infty}^{\infty}\left(1-e^{-k_0d/u^2}\right)du
=2\gamma\sqrt{\pi k_0d}.
\]

The integral follows by parts and the substitution \(v=1/u\). The core saturates while the wings keep growing, though more slowly than a thin background, which grows as \(d\). Take \(\gamma=0.015\) eV and the same integrated absorption as the box line, with the useful interval unchanged. Numerical integration then lowers the share without the host from 69% to 45% at the optimum thickness, and from 22% to 15% at 10 mm. The far Lorentzian wings are themselves an assumption: a Gaussian line of the same half width and integrated absorption gives 58% and 19% instead.

The background coefficient depends on the sample. Tripling it moves the optimum to 0.76 mm and lowers the best total share to 19.6%. Including oblique rays and their Fresnel reflection changes the total share only from 23.0% to 22.9% at 1.04 mm, and from 13.6% to 12.9% at 10 mm.

A real slab is not isothermal. As an estimate, take a uniform temperature gradient that would conduct all the heat emitted at the front, with a rough conductivity of 3 W/(m K) and the front held at 1500 K. The rear is then 23 K hotter for the 1.04 mm slab and 78 K hotter at 3 mm. Integrating the emission over depth without surface reflection, the share without the host falls from 47.2% to 45.4% at 3 mm. The total share barely changes, from 20.45% to 20.49%, because two effects nearly cancel: the line loses ground to the background, which comes from deeper and hotter material, but gains on the host, which emits from the cool front skin and, at its long wavelengths, responds only weakly to temperature. The cancellation is particular to this thickness and to holding the front temperature fixed. At 10 mm the same estimate lowers the total share from 14.0% to 11.1%. If instead the rear is held at 1500 K, the front of the 3 mm slab cools to about 1430 K and the total share falls to about 17.6%.

The receiver matters too. A photovoltaic cell that accepts all wavelengths below 1.65 µm also uses the short-wave background. The acceptable share is then 24.3% at the optimum, 19.7% at 10 mm and 15.6% in the opaque limit, so the penalty for thickness is milder. These are shares of radiation, not electrical efficiencies.

Scattering, other erbium lines, temperature-dependent absorption, the different surface reflectance in the host band and the gradual onset of lattice absorption near 5 µm are left out, and their effect is not estimated here. The result also assumes a cold rear side: a hot enclosure behind the slab would shine through its transparent range. A film heated through a metal backing is such a case. The backing supplies a background even at zero thickness, so the share without the host first rises with thickness and only then falls. For a backing of emissivity 0.1 and reflectance 0.9 at 1500 K, that share is 10% at 0.01 mm, 35% at 0.3 mm and 23% at 3 mm, and the best total share is 17.5%, near 0.6 mm. A filter that returns only the radiation beyond 5 µm to the slab would reduce the host loss and shift the optimum towards a thinner slab.

All numerical values are calculated from the stated model.
